# Mori-Tanaka permittivity of a dielectric with needle-shaped or spherical pores

## Problem

An interlayer dielectric has a solid matrix of relative permittivity \(\epsilon_m=4\) and a pore fraction \(f=0.40\) by volume. The pores are empty, \(\epsilon_i=1\).

1. Find the effective permittivity \(k\) by Mori-Tanaka averaging when the pores are very long needles of circular section with random axes.
2. Find \(k\) for spherical pores at the same porosity, and explain the order of the two values.
3. Decide whether a measured \(k\) could reveal the pore shape.

Both phases are linear and isotropic, the fields are static, and the pores are small compared with the region over which fields are averaged. The average field is \(\mathbf E_0\), and \(k\) is defined by \(\langle\mathbf D\rangle=\varepsilon_0 k\mathbf E_0\).

## First estimate by scaling

Split the average displacement into its matrix and pore parts, with mean fields \(\mathbf E_m\) and \(\mathbf E_p\):

\[
\mathbf E_0=(1-f)\mathbf E_m+f\mathbf E_p,\qquad
\frac{\langle\mathbf D\rangle}{\varepsilon_0}=(1-f)\epsilon_m\mathbf E_m+f\epsilon_i\mathbf E_p .
\]

The first relation gives \((1-f)\mathbf E_m=\mathbf E_0-f\mathbf E_p\). Inserted in the second, it yields

\[
\frac{\langle\mathbf D\rangle}{\varepsilon_0}=\epsilon_m\mathbf E_0-f(\epsilon_m-\epsilon_i)\mathbf E_p,
\qquad
k=\epsilon_m-f(\epsilon_m-\epsilon_i)\,g,\quad g=\frac{E_p}{E_0}. \tag{1}
\]

The whole problem is the field ratio \(g\). If the pores simply felt the average field, \(g=1\) and \(k=4-1.2=2.8\).

The pore field is in fact larger. A pore is equivalent to matrix material carrying the extra polarization \(\mathbf P'=-\varepsilon_0(\epsilon_m-\epsilon_i)\mathbf E_p\). Along a principal axis of an ellipsoid, this polarization produces the uniform field \(-L\mathbf P'/(\varepsilon_0\epsilon_m)\), where \(L\) is the depolarization factor. With \(x=(\epsilon_m-\epsilon_i)/\epsilon_m=3/4\),

\[
E_p=E_m+Lx\,E_p. \tag{2}
\]

The three factors sum to one. To see this, let \(\Phi=\int dV'/(4\pi|\mathbf r-\mathbf r'|)\) over the body. In vacuum, a polarization \(P\) along axis \(j\) gives \(E_j=(P/\varepsilon_0)\,\partial_j^2\Phi=-L_jP/\varepsilon_0\), and \(\nabla^2\Phi=-1\) inside. A sphere therefore has \(L=1/3\) three times. A needle has \(L=0\) along its axis, because its end charges are far away, and \(L=1/2\) for each transverse direction.

For small \(x\), iteration of (2) gives \(E_p/E_m\approx1+Lx+L^2x^2\). Averaged over directions, the first-order excess is \(x/3=0.25\) for both shapes. Since the total average field is fixed, the matrix field falls by the fraction \(f\) of this excess, and the pores keep \((1-f)\) of it:

\[
g\approx1+0.6\times0.25=1.15,\qquad k\approx4-1.2\times1.15=2.62 .
\]

Shape enters at second order, through \(\langle L^2\rangle\). This is \(1/9\) for spheres and \((0+1/4+1/4)/3=1/6\) for needles, a difference of \(1/18\). Fixing the average field multiplies this difference by \(1-f\), as it did the first-order excess. The remaining second-order correction to \(g\), \(-f(1-f)(x/3)^2\), is the same for both shapes and cancels in the comparison. The estimated gap is

\[
k_{\rm sphere}-k_{\rm needle}\approx1.2\times0.6\times\frac{(3/4)^2}{18}\approx0.022 .
\]

The estimate is thus a permittivity near 2.6, with needles lower by about 0.02.

## Exact solution of the Mori-Tanaka model

The solution is exact within the model, whose closure is itself a mean-field approximation: each pore responds as if alone in matrix material subjected to \(\mathbf E_m\). Very long needles placed at random at 40 percent porosity would often cross one another, and the model ignores these crossings.

**One pore.** Take a sphere (\(d=3\)), or a cylinder with the field across it (\(d=2\)), of unit radius. The potentials

\[
\phi_{\rm in}=-aE_m x_1,\qquad
\phi_{\rm out}=-E_m\left(x_1+\frac{b\,x_1}{r^d}\right)
\]

satisfy Laplace's equation, since \(x_1/r^d\) is proportional to a derivative of the point-charge or line-charge potential. Here \(x_1\) is the coordinate along the field. At \(r=1\), continuity of the potential and of normal displacement requires

\[
a=1+b,\qquad \epsilon_i a=\epsilon_m[1-(d-1)b].
\]

Substituting \(b=a-1\) gives \(\epsilon_i a=\epsilon_m[d-(d-1)a]\), hence

\[
a=\frac{d\,\epsilon_m}{(d-1)\epsilon_m+\epsilon_i}.
\]

This agrees with (2), which gives \(a=1/(1-Lx)\), for \(L=1/d\). The sphere has \(a=12/9=4/3\), and the needle across its axis has \(a_\perp=8/5\). Along the axis the field is tangential to the wall and continuous, so \(a_\parallel=1\).

**Random orientations.** For a needle with unit axis \(\mathbf n\), the field-ratio tensor is \(a_\perp\mathbf I+(a_\parallel-a_\perp)\mathbf n\mathbf n\). The average of \(\mathbf n\mathbf n\) is isotropic with trace one, so it equals \(\mathbf I/3\). Therefore

\[
A_{\rm needle}=\frac{a_\parallel+2a_\perp}{3}
=\frac13\left(1+\frac{4\epsilon_m}{\epsilon_m+\epsilon_i}\right)
=\frac{5\epsilon_m+\epsilon_i}{3(\epsilon_m+\epsilon_i)}=\frac75 .
\]

For spheres \(A_{\rm sphere}=4/3\).

**Closure.** With \(\mathbf E_p=A\mathbf E_m\), the average-field relation becomes \(\mathbf E_0=[(1-f)+fA]\mathbf E_m\). Thus \(g=A/[(1-f)+fA]\), and (1) gives

\[
k=\epsilon_m-\frac{f(\epsilon_m-\epsilon_i)A}{(1-f)+fA}. \tag{3}
\]

The numbers are

\[
k_{\rm needle}=4-\frac{1.2\times1.4}{0.6+0.56}
=4-\frac{42}{29}=\frac{74}{29}\approx2.55,
\]

\[
k_{\rm sphere}=4-\frac{1.2\times4/3}{0.6+0.4\times4/3}
=4-\frac{24}{17}=\frac{44}{17}\approx2.59 .
\]

The difference is 0.0365, or 1.4 percent of the spherical value.

**Why needles give less.** The function \(a(L)=1/(1-Lx)\) has second derivative \(2x^2/(1-Lx)^3>0\). For three factors with fixed mean \(1/3\), the mean of \(a\) is therefore at least \(a(1/3)\), the sphere's value. The derivative of \(g\) with respect to \(A\) is \((1-f)/[(1-f)+fA]^2>0\), so a larger \(A\) lowers \(k\) when \(\epsilon_i<\epsilon_m\). Within this model, spheres give the highest \(k\) among randomly oriented ellipsoidal pores of one shape.

**Limits.** For \(f\to0\), (3) reduces to \(k\approx\epsilon_m-f(\epsilon_m-\epsilon_i)A\), the response of independent pores. For \(\epsilon_m\gg\epsilon_i\), \(A\) tends to \(5/3\) for needles and \(3/2\) for spheres, while \(k/\epsilon_m\to(1-f)/[(1-f)+fA]\). At \(f=0.4\) these ratios are 0.474 and 0.500, so even then needles and spheres differ by only about 5 percent.

**Finite needles.** For a spheroid of length-to-diameter ratio \(q>1\), the axial factor follows from the surface charge seen at the centre. Take unit transverse radius and axial coordinate \(z=qu\). The projected area of a ring is \(2\pi u\,du\) on the upper half, and the two halves contribute equally:

\[
L_\parallel=q\int_0^1\frac{u^2\,du}{(1+s^2u^2)^{3/2}}
=\frac{q}{s^3}\left(\operatorname{arsinh}s-\frac{s}{q}\right),\qquad s=\sqrt{q^2-1}.
\]

The substitution \(su=\sinh w\) turns the integrand into \(\tanh^2w/s^3\), whose integral is \((w-\tanh w)/s^3\). Each transverse factor is \((1-L_\parallel)/2\). At \(q=10\), \(L_\parallel=0.0203\) and \(k=2.556\); at \(q=3\), \(k=2.571\). A ratio of ten is already close to the needle limit.

## Comparison of the estimate and the solution

The estimate 2.62 lies 2.7 percent above the needle result and 1.2 percent above the spherical one. It finds the right order, but its gap of 0.022 is about 60 percent of the model's 0.0365. Two errors partly cancel. Truncation at \(x^2\) gives a difference in \(A\) of \(0.031\) instead of \(7/5-4/3=0.067\), because \(x=3/4\) is not small. In the other direction, the estimate omits the denominators 1.16 and 1.133 that reduce the difference in \(g\).

The closure can also be compared with specific structures. For spheres, one structure realizes it. Surround each pore by a concentric matrix shell so that the pore occupies the fraction \(f\) of the coated sphere. Let the shell field have uniform part \(c\) and dipole coefficient \(h\), relative to \(E_0\), with outer radius one. The core sees \(c\), so \(h/f=(4/3-1)c\), or \(h=0.133c\). An undisturbed outside potential needs \(c+h=1\), giving \(c=0.882\). Matching displacement then requires \(k=4(c-2h)=2.588\). Such coated spheres, in all sizes and filling space, leave the uniform outside field unchanged and have this permittivity.

Other arrangements differ. Numerical field solutions at nearly 40 percent porosity, on a grid of 64 cells per edge, gave 2.550 for non-touching round rods along three orthogonal directions, and 2.569 for a simple cubic array of spheres. The rods have the same second-rank orientation average as random needles. These grid values are not converged in the third decimal: refining from 32 to 64 cells per edge raised both by about 0.007, and the limits at exactly 40 percent porosity are about 2.559 for the rods and 2.576 for the spheres. The rods thus lie about 0.007 above the Mori-Tanaka needle value, and the cubic array about 0.012 below the Mori-Tanaka sphere value. The gap between these two structures is about 0.017, roughly half the Mori-Tanaka gap. A body-centred cubic array of spheres gives about 2.586 instead, a gap of about three quarters of the Mori-Tanaka one. The effect of pore shape therefore depends on arrangement too.

## Can a measured permittivity reveal the shape?

A measured \(k\) alone cannot tell needles from spheres, because modest changes in other properties of the film have effects as large. Spheres would reach the needle value at a porosity of 41.2 percent instead of 40. Near 40 percent, one additional point of porosity lowers the needle value by 0.031. Porosity must therefore be known to well within one point before \(k\) can separate these two shapes. Flat pores have a larger effect: randomly oriented spheroids ten times wider than thick give \(k=2.43\) in the same model. Spheres would reach that value at 45 percent porosity, so even this shape cannot be recognized unless the porosity is measured separately.

For needles, a strongly preferred orientation changes \(k\) by more than the difference between random needles and spheres, and a moderate one already imitates it: along a direction where \(\langle\cos^2\theta\rangle\) rises from \(1/3\) to \(4/9\), the field ratio \(8/5-(3/5)\langle\cos^2\theta\rangle\) falls to the sphere's \(4/3\). If all needles lie in the film plane with random directions there, the field ratio is \(8/5\) normal to the film and \((1+8/5)/2=1.3\) within it. Applying (3) to each direction gives \(k=2.45\) and \(2.61\). The in-plane value exceeds that of spheres, so the order found above can fail when the orientation average is not isotropic.

A matrix value near 4 is typical of dense silicon oxide. Many porous interlayer films instead use an organosilicate skeleton with a permittivity nearer 3, and reach \(k\approx2.5\) at lower porosity; the present matrix value is high for that class. Real films can also take up moisture. If 2 percent of the pore volume consists of needles filled with water of permittivity roughly 80, the same averaging with three phases gives \(k=2.78\), a rise of 0.23, about six times the difference between needles and spheres. This is a rough size: confined water need not have its bulk permittivity, and infinite needles exaggerate the response. For \(q=10\), the axial field ratio in a water-filled needle is \(1/(1+0.0203\times19)=0.72\) instead of 1, and the rise in \(k\) is 0.18. Replacing vacuum by air changes \(k\) by only about 0.0004.

For an average field of 1 MV/cm, high for a 40 nm wire gap because it means 4 V, the mean-field pore fields are 1.38 MV/cm across a needle, 0.86 MV/cm along it, and 1.18 MV/cm in a sphere. A needle 2 nm wide and 20 nm long (\(q=10\), where the fields differ from these by up to 2 percent) then has about 0.27 V across it or about 1.8 V along it. Both are far below the more than ten volts needed to ionize an air molecule by a single accelerated electron. This does not exclude breakdown of the solid walls. A 20 nm needle also spans half the wire gap, so the assumed separation of scales is poor there, and a single \(k\) may not describe the capacitance between such wires.

## Values computed for the example and the checks

```
matrix permittivity: 4.0 (relative)
pore permittivity: 1.0 (relative)
porosity: 40.0 percent
needle field ratio across axis: 1.6000 (ratio)
sphere field ratio: 1.3333 (ratio)
needle field ratio, orientation mean: 1.4000 (ratio)
matrix field / average field, needles: 0.8621 (ratio)
matrix field / average field, spheres: 0.8824 (ratio)
k, random needles, Mori-Tanaka: 2.5517 (relative)
k, spheres, Mori-Tanaka: 2.5882 (relative)
k, neutral coated sphere: 2.5882 (relative)
sphere minus needle k: 0.0365 (relative)
needle k below sphere k by: 1.41 percent
sphere porosity matching needle k: 41.18 percent
axial L at aspect ratio 10: 0.02029 (number)
k, needles of aspect ratio 3: 2.5711 (relative)
k, needles of aspect ratio 10: 2.5558 (relative)
k, needles of aspect ratio 30: 2.5524 (relative)
porosity of rod voxel model: 40.045 percent
porosity of sphere voxel model: 40.003 percent
full-field k, orthogonal rods, grid 32: 2.5426 (relative)
full-field k, cubic spheres, grid 32: 2.5624 (relative)
full-field k, orthogonal rods, grid 64: 2.5499 (relative)
full-field k, cubic spheres, grid 64: 2.5693 (relative)
full-field rods minus Mori-Tanaka needles: -0.0018 (relative)
full-field spheres minus Mori-Tanaka: -0.0189 (relative)
k normal to film, needles in plane: 2.4516 (relative)
k within film, needles in plane: 2.6071 (relative)
k change for one more point of porosity: -0.0311 (relative)
moisture permittivity, rough input: 80 (relative)
share of pore volume flooded: 2.0 percent
k with flooded needles: 2.7802 (relative)
k change from moisture: 0.2285 (relative)
air permittivity, rough input: 1.0006 (relative)
k change, air instead of vacuum: 0.00036 (relative)
average applied field: 1.00 MV/cm
field in needle across applied field: 1.379 MV/cm
field in needle along applied field: 0.862 MV/cm
field in spherical pore: 1.176 MV/cm
pore diameter: 2.0 nm
voltage across needle diameter: 0.276 V
wire gap: 40.0 nm
length of aspect-10 needle: 20.0 nm
needle length / wire gap: 0.50 (ratio)
```
